# Persistent Current in a Ring with a Scatterer, Derived Twice

## What goes wrong without the right condition and sum

A closed ring needs a quantization condition that knows its length. Suppose the condition $\cos\theta=\mathrm{Re}(1/t)$, with $\theta=2\pi\Phi/\Phi_0$, is applied using the transmission amplitude of the scatterer alone. For a delta barrier $1/t=1+ig/2k$, where $g$ is its strength and $k$ the wave number, so the condition reads $\cos\theta=1$. It would allow every energy at zero flux and none at half a flux quantum. The amplitude that belongs there is that of the whole cut-open ring, $t\,e^{ikL}$.

Knowing the levels does not yet give the current, because their contributions nearly cancel. In the example below, with 101 electrons and a quarter flux quantum, the highest filled level carries $+0.948$ in units of Fermi velocity over circumference, and the one beneath it $-0.938$. The magnitudes of all filled-level currents add to $43.6$, but the net current is only $0.4765$. The top level alone does not give it. The signed sum has to be done, and two routes to it follow.

## Model and quantization

Spinless, non-interacting electrons of charge $-e$ occupy the lowest $N$ levels of a single-channel ring of circumference $L$. A real, static potential $V(x)$ occupies part of it. The quantization condition holds for any extent of $V$; the closed formula for the current assumes a scatterer short compared with $L$. Rydberg atomic units are used, $\hbar=2m=1$, so that $E=k^2$ and $v=dE/dk=2k$. The flux quantum is $\Phi_0=h/e$. The vector potential along the ring satisfies $eA=\theta/L$, and
$$H=(p+\theta/L)^2+V(x).$$

Since $\partial H/\partial\theta=2(p+\theta/L)/L$ is the velocity operator divided by $L$, each level has the circulation rate
$$J_n=\frac{dE_n}{d\theta}=\frac{\langle v\rangle_n}{L}.$$
The total is $J=\sum_n J_n$, and the electric current is $I=-eJ=-\partial E_N/\partial\Phi$, where $E_N$ is the total energy.

Write the periodic wave function as $\psi=e^{-i\theta x/L}\chi$. Then $(p+\theta/L)\psi=e^{-i\theta x/L}p\chi$, so the flux leaves the Hamiltonian and reappears in the boundary condition $\chi(x+L)=e^{i\theta}\chi(x)$.

For $E>0$ let $\chi=Ae^{ikx}+Be^{-ikx}$ to the left of the scatterer and $Ce^{ikx}+De^{-ikx}$ to its right. A wave incident from the left gives $(A,B)=(1,r)$ and $(C,D)=(t,0)$. Because $V$ is real, the complex conjugate is also a solution, with $(A,B)=(r^*,1)$ and $(C,D)=(0,t^*)$. The linear map that reproduces both is
$$\begin{pmatrix}C\\D\end{pmatrix}=M\begin{pmatrix}A\\B\end{pmatrix},\qquad
M=\begin{pmatrix}1/t^*&-r^*/t^*\\-r/t&1/t\end{pmatrix},$$
as substitution shows with $|r|^2+|t|^2=1$. Its determinant is $(1-|r|^2)/|t|^2=1$.

Going once around requires $Ce^{ikL}=e^{i\theta}A$ and $De^{-ikL}=e^{i\theta}B$. Thus $e^{i\theta}$ is an eigenvalue of $\mathrm{diag}(e^{ikL},e^{-ikL})M$. This matrix has determinant one, so its other eigenvalue is $e^{-i\theta}$. Equating the sum of eigenvalues to the trace gives
$$\boxed{\cos\theta=F(E),\qquad F=\mathrm{Re}\frac{1}{t\,e^{ikL}}.}$$

With $t=\sqrt T\,e^{i\delta}$ and $\alpha=kL+\delta$, this becomes
$$\cos\alpha=\sqrt T\cos\theta .$$
Define $\beta=\arccos(\sqrt T\cos\theta)$, between $0$ and $\pi$. At fixed $T$, differentiating $\cos\beta=\sqrt T\cos\theta$ gives
$$\beta'\equiv\frac{d\beta}{d\theta}=\frac{\sqrt T\sin\theta}{\sin\beta}.$$

The result to be derived, at leading order in $1/N$, is
$$\boxed{J=\frac{v_F}{\pi L}\,\frac{\sqrt T\sin\theta}{\sin\beta}\times
\begin{cases}\beta,&N\text{ odd}\\ \beta-\pi,&N\text{ even}\end{cases}}$$
with $T$ and $v_F=2k_F$ taken at the Fermi wave number, fixed by $k_FL+\delta(k_F)=\pi N$.

## First derivation: adding the levels in pairs

Assume that $T$ and $\delta$ are the same for all filled levels. The solutions of $\cos\alpha=\cos\beta$, one in each interval of length $\pi$, are
$$\alpha_n=(n-1)\pi+\beta\ \ (n\text{ odd}),\qquad \alpha_n=n\pi-\beta\ \ (n\text{ even}).$$
Since $k_n=(\alpha_n-\delta)/L$, the level currents are
$$J_n=2k_n\frac{dk_n}{d\theta}=\pm\frac{2k_n\beta'}{L},$$
with the upper sign for odd $n$. Neighbours oppose each other, and what survives is a sum of differences of wave numbers.

For even $N$, pair level $2j-1$ with level $2j$:
$$k_{2j-1}-k_{2j}=\frac{(2j-2)\pi+\beta-2j\pi+\beta}{L}=\frac{2(\beta-\pi)}{L}.$$
There are $N/2$ such pairs, so
$$J=\frac{2\beta'}{L}\cdot\frac N2\cdot\frac{2(\beta-\pi)}{L}=\frac{2N}{L^2}\,\beta'(\beta-\pi).$$

For odd $N$, level 1 stands alone and level $2j+1$ is paired with level $2j$. Each of these $(N-1)/2$ differences is $2\beta/L$, hence
$$J=\frac{2\beta'}{L^2}\big[\beta-\delta+(N-1)\beta\big]=\frac{2\beta'}{L^2}(N\beta-\delta).$$

The Fermi velocity is $v_F=2(\pi N-\delta)/L$. For $\delta$ of order one, $2N/L^2$ equals $v_F/(\pi L)$ up to a relative correction of order $1/N$, and the lone $\delta$ is of the same order. Dropping both gives the stated result. The dropped terms come from holding $T$ and $\delta$ constant down to the lowest level; they are not the first correction for a real scatterer, which is found below.

## Second derivation: a contour through the Fermi gap

Now let $T$ and $\delta$ depend on energy. Differentiating $F(E_n)=\cos\theta$ with respect to $\theta$ gives
$$J_n=\frac{dE_n}{d\theta}=-\frac{\sin\theta}{F'(E_n)},\qquad F'=\frac{dF}{dE}.$$
For $0<\theta<\pi$ the levels are nondegenerate: two independent solutions would make the round-trip matrix $e^{i\theta}$ times the identity, whose determinant $e^{2i\theta}$ is not one. Therefore $dE_n/d\theta$ is finite, and $F'(E_n)\ne0$.

The function $1/(F-\cos\theta)$ then has a simple pole of residue $1/F'(E_n)$ at each level. It has no other poles, for two reasons. First, $F$ is half the trace of the matrix that carries $(\chi,d\chi/dx)$ once around, which for a bounded potential or a delta barrier is analytic at every finite $E$. Second, $H$ is Hermitian, so all solutions of $F=\cos\theta$ are real.

Take an energy $\mu$ between levels $N$ and $N+1$. Enclose the filled levels by the upward line $E=\mu+i\omega$ and a large arc on its left. On that arc $F$ grows like $e^{|\mathrm{Im}\sqrt E|L}$, faster than the arc length, so the arc contributes nothing in the limit. The residue theorem, with $dE=i\,d\omega$, gives
$$J=-\frac{\sin\theta}{2\pi}\int_{-\infty}^{\infty}\frac{d\omega}{F(\mu+i\omega)-\cos\theta}.$$
No approximation has been made in this line. The whole signed sum has become an integral that starts from the Fermi energy.

Choose $\mu=k_F^2$, where $\alpha=\pi N$ and $F(\mu)=(-1)^N/\sqrt T$. This point does lie above $N$ levels. In the clean ring, one level sits in each interval of $kL$ of length $\pi$, hence $N$ below $kL=\pi N$. If the potential is switched on gradually and $\delta$ followed continuously, no level can cross the point $\alpha=\pi N$, because there $|F|\ge1>|\cos\theta|$.

Close to $\mu$, use $d\alpha/dE=(L+d\delta/dk)/v_F$ and hold $T$ fixed:
$$F(\mu+i\omega)\simeq\frac{(-1)^N}{\sqrt T}\cosh u,\qquad u=\frac{\omega(L+d\delta/dk)}{v_F}.$$
The hyperbolic cosine confines the integral to $|\omega|$ of order $v_F/L$. For a scatterer of fixed size in a long ring, $d\delta/dk$ is dropped beside $L$ at leading order. For odd $N$ the two minus signs cancel:
$$J=\frac{v_F\sqrt T\sin\theta}{2\pi L}\int_{-\infty}^{\infty}\frac{du}{\cosh u+\cos\beta}.$$

Substitute $w=\tanh(u/2)$, for which $\cosh u=(1+w^2)/(1-w^2)$ and $du=2\,dw/(1-w^2)$:
$$\int_{-1}^{1}\frac{2\,dw}{(1+\cos\beta)+(1-\cos\beta)w^2}
=\frac{4}{\sin\beta}\arctan\!\Big(\tan\frac\beta2\Big)=\frac{2\beta}{\sin\beta}.$$
This is the odd result. For even $N$ the overall sign is negative and the denominator is $\cosh u-\cos\beta$. That replaces $\beta$ by $\pi-\beta$ in the integral, giving $-2(\pi-\beta)/\sin\beta$ and the even result.

The first correction can also be read off. Since $F(E^*)=F(E)^*$, the contributions of $\omega$ and $-\omega$ are complex conjugates. First-order changes of $T$ and of $d\alpha/dE$ along the line are imaginary and cancel. At fixed nonzero reflection, what remains at first order in $1/L$ is the replacement of $L$ by $L+d\delta/dk$.

## Sawtooth, parity and rounding

**Clean ring.** For $T=1$ and $0<\theta<\pi$, $\beta=\theta$ and
$$J=\frac{v_F}{L}\frac{\theta}{\pi}\ (N\text{ odd}),\qquad J=\frac{v_F}{L}\Big(\frac\theta\pi-1\Big)\ (N\text{ even}).$$
Filling plane waves confirms it. For odd $N$ the wave numbers $(2\pi m+\theta)/L$ have $m$ symmetric about zero, so $J=\sum2k/L=2N\theta/L^2$, with $v_F=2\pi N/L$. At $\theta=\pi$ the highest filled level meets an empty one, the filling changes, and $J$ jumps from $v_F/L$ to $-v_F/L$. For even $N$ the jump is at $\theta=0$.

**Parity.** Because $\beta'd\theta=d\beta$, integration of $J$ gives the flux-dependent energy
$$E_N=\text{const}+\frac{v_F}{2\pi L}\times\begin{cases}\beta^2,&N\text{ odd}\\(\pi-\beta)^2,&N\text{ even.}\end{cases}$$
The minimum is at zero flux for odd $N$, a diamagnetic response, and at half a flux quantum for even $N$, a paramagnetic one.

The positions of these minima do not rest on the large-$N$ limit. Order the electrons as $x_1<\dots<x_N<x_1+L$. Carrying the first one around to the end multiplies the wave function by $e^{i\theta}$ from the twist and by $(-1)^{N-1}$ from exchanges. Replacing the wave function by its modulus leaves the potential energy unchanged, cannot raise the kinetic energy, and produces a state whose factor is $+1$. The lowest energy therefore occurs where $(-1)^{N-1}e^{i\theta}=1$.

**Rounding.** Let $R=1-T$ and take odd $N$. At $\theta=\pi$, $\beta=\pi-\arcsin\sqrt R$, so the former crossing levels differ in $\alpha$ by $2\arcsin\sqrt R$. They are separated by the gap
$$\Delta E=\frac{2v_F}{L}\arcsin\sqrt R .$$
The current now passes continuously through zero. With $s=\pi-\beta$, one has $T\sin^2\theta=T-\cos^2\beta=\sin^2s-R$, and therefore
$$\frac{J}{v_F/L}=\Big(1-\frac s\pi\Big)\sqrt{1-\frac{R}{\sin^2s}} .$$
For small $R$ the maximum lies at small $s$, where $\sin s\simeq s$. Setting the logarithmic derivative to zero,
$$-\frac1{\pi-s}+\frac{R/s^3}{1-R/s^2}=0\quad\Rightarrow\quad R(\pi-s)=s^3-Rs\quad\Rightarrow\quad s^3=\pi R .$$
Then $R/s^2=s/\pi$, and the peak height is
$$\frac{J_{\max}}{v_F/L}\simeq\Big[1-\Big(\frac{R}{\pi^2}\Big)^{1/3}\Big]^{3/2}.$$
The cube root makes the peak sensitive to weak reflection: $R=10^{-3}$ already lowers it to $0.931$.

**Weak link.** For $T\to0$, $\beta\to\pi/2$ and $J\to\pm(v_F/2L)\sqrt T\sin\theta$, positive for odd $N$. The current is then proportional to the transmission amplitude, not to the probability.

## A ring with a delta barrier

Take $L=1000\,a_0$, $V=g\,\delta(x)$ with $g=0.2$ Ry $a_0$, and $N=101$. Continuity gives $1+r=t$, and the jump in slope gives $ikt-ik(1-r)=gt$. Eliminating $r$ yields $2ik(t-1)=gt$, so
$$t=\frac1{1+ig/2k},\quad T=\frac1{1+g^2/4k^2},\quad\delta=-\arctan\frac g{2k}.$$

Solving $k_FL+\delta=101\pi$ numerically gives $k_F=0.3176\,a_0^{-1}$, $T=0.910$ and $R=0.090$. The current unit is $v_F/L=6.352\times10^{-4}$ Ry$/\hbar$, or $ev_F/L=2.10\ \mu$A. For comparison, the levels were found by bisection of $F(E)=\cos\theta$, each level energy was differentiated numerically with respect to $\theta$, and the resulting level currents were added.

At $\Phi/\Phi_0=0.25$, $\beta=\pi/2$ and the formula reduces to $\sqrt T/2=0.4769$; the level sum gives $0.4765$. At $0.40$, $\beta=2.452$ and $\beta'=0.8815$, so the formula gives $0.8815\times2.452/\pi=0.688$, against $0.6875$ from the sum. For $N=100$ at $0.25$ the sum gives $-0.4761$, the opposite sign.

The small excess of the formula is the correction found above. Here
$$\frac{d\delta}{dk}=\frac{gT}{2k_F^2}=\frac{0.2\times0.9098}{2\times0.1009}\,a_0=0.90\,a_0,$$
or $9\times10^{-4}$ of $L$. The largest deviation over the sampled fluxes, $6.2\times10^{-4}v_F/L$, is this fraction of the peak current. It falls to $1.6\times10^{-4}v_F/L$ for $N=405$ and $L=4000\,a_0$.

The gap formula gives $2\times6.352\times10^{-4}\times0.305=3.875\times10^{-4}$ Ry, and the levels give $3.872\times10^{-4}$ Ry. The peak current is $0.688\,v_F/L$, or $1.45\ \mu$A, near $\Phi/\Phi_0=0.405$. The cube-root law gives $0.703$, about 2% above the peak from the level sum, since $R=0.09$ is not very small. A reflection probability of 9% has thus removed 31% of the clean peak.

Adding spin as 101 electrons up and 100 down gives, at leading order, $J\propto\beta'(2\beta-\pi)$. Under $\theta\to\theta+\pi$, $\beta\to\pi-\beta$ and $\beta'\to-\beta'$, so $J$ repeats after half a flux quantum. In the level sum this shift changes the current by at most $0.011\,v_F/L$ at the sampled fluxes, against $0.95\,v_F/L$ for the 101 electrons alone. The repetition is approximate because the two populations have slightly different $v_F$ and $T$.

## What each derivation assumes

Both derivations assume one channel, a real static potential, independent electrons, fixed $N$ and zero temperature. Thermal energies must stay well below the gap between the highest filled and lowest empty level, or the sharp filling used in both sums is lost. That gap can be much smaller than the mean spacing $\pi v_F/L$, which is $2.0\times10^{-3}$ Ry or $315$ K in the example. With Fermi filling at a mean number of 101 and a thermal energy of one tenth of that spacing, the current drops by 3% at $\Phi/\Phi_0=0.25$ but by more than a quarter at $0.405$.

The pair sum assumes in addition that $T$ and $\delta$ are constant from the lowest level upward. The example violates this: at one tenth of $k_F$ the transmission is $0.092$, not $0.910$. The pair sum shows plainly how neighbours cancel, but it cannot explain why the Fermi-level value of $T$ should suffice.

The contour supplies the reason. It asks for slow variation of $T$ and $\delta$ only within an energy of order $v_F/L$ around the Fermi energy, and it places no such demand on the deep levels. Its price is the use of $F$ at complex energies.

The final formula fails when that remaining condition fails, as at a transmission resonance no wider than the level spacing. There $d\delta/dk$ is comparable with $L$ or larger. The condition $F(E)=\cos\theta$ and the contour integral before linearization still hold, and the current must be computed from them with the full energy dependence of $t$.

A milder failure needs no resonance. If a smooth potential covers a fixed fraction of the ring, it changes the travel time, and $d\delta/dk$ stays a fixed fraction of $L$ however large $N$ is. Adding to the example a $\sin^2$ hump of height $0.05$ Ry over half the ring gives $d\delta/dk=0.09L$, and the boxed formula is 9% too large at both $L=1000$ and $4000\,a_0$. Keeping $L+d\delta/dk$ in place of $L$ in the prefactor repairs it.
